# Contact pressure under a rigid flat wafer on a thick elastic pad

A wafer piece 25 mm across is pressed on a thick, soft polyurethane block with a mean pressure of 20 kPa. In the ideal elastic contact calculated here, the pressure at its centre is 10 kPa, while the outermost 1% of its radius carries 14% of the load. Both numbers follow from the requirement that the pad surface stay flat beneath the wafer.

## Model and result

The wafer is a rigid flat disc of radius $a$, pressed squarely by a central force $P$. The pad fills the half-space $z>0$ and is linear, isotropic and homogeneous, with Young's modulus $E$, Poisson ratio $\nu$ and shear modulus $G=E/[2(1+\nu)]$. Strains are small. There is no friction, adhesion or fluid pressure. Contact pressure $p=-\sigma_{zz}$ and downward surface displacement $w$ are positive. With

$$E^*=\frac{E}{1-\nu^2},\qquad p_m=\frac{P}{\pi a^2},$$

the result is

$$p(r)=\frac{p_m}{2\sqrt{1-r^2/a^2}}\quad(r<a),\qquad \delta=\frac{P}{2aE^*}=\frac{\pi a p_m}{2E^*}, \tag{1}$$

where $\delta$ is the sink of the wafer.

## Response of the pad to a pressure wave

Let subscripts on $\varphi$ denote derivatives, and let $\nabla^2\varphi=0$. Consider the displacement

$$2Gu_x=(1-2\nu)\varphi_x+z\varphi_{xz},\qquad 2Gu_z=-2(1-\nu)\varphi_z+z\varphi_{zz},$$

with $u_y$ formed like $u_x$. Since $\varphi_{xx}+\varphi_{yy}=-\varphi_{zz}$, its divergence is

$$2G\,\nabla\!\cdot\mathbf u=-(1-2\nu)\varphi_{zz}-z\varphi_{zzz}-(1-2\nu)\varphi_{zz}+z\varphi_{zzz}=-2(1-2\nu)\varphi_{zz}.$$

For harmonic $\psi$, $\nabla^2(z\psi)=2\psi_z$, so $2G\nabla^2\mathbf u=2\nabla\varphi_{zz}$. The two terms of the equilibrium equation $\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)/(1-2\nu)=0$ therefore cancel. Hooke's law gives the stresses

$$\sigma_{xz}=G(\partial_zu_x+\partial_xu_z)=z\varphi_{xzz},$$

$$\sigma_{zz}=2G\partial_zu_z+\frac{2G\nu}{1-2\nu}\nabla\!\cdot\mathbf u=-\varphi_{zz}+z\varphi_{zzz}.$$

At $z=0$ the shear vanishes, as a frictionless contact requires, and $p=\varphi_{zz}$.

Now choose $\varphi=p_k\,e^{-kz}\cos(kx)/k^2$, which decays into the pad. The surface pressure is $p_k\cos kx$, and

$$w=-\frac{1-\nu}{G}\varphi_z=\frac{1-\nu}{Gk}\,p_k\cos kx=\frac{2}{E^*k}\,p_k\cos kx. \tag{2}$$

The factor $1/k$ means that long waves indent the pad more than short ones of equal pressure. Averaging the wave over all directions in the surface turns $\cos kx$ into

$$J_0(kr)=\frac1{2\pi}\int_0^{2\pi}\cos(kr\cos\alpha)\,d\alpha,$$

so an axisymmetric pressure and its displacement can be written

$$p(r)=\int_0^\infty kA(k)J_0(kr)\,dk,\qquad w(r)=\frac2{E^*}\int_0^\infty A(k)J_0(kr)\,dk. \tag{3}$$

The conditions are $w=\delta$ for $r<a$ and $p=0$ for $r>a$.

## Two integrals

For $\operatorname{Re}s>0$, insert the average for $J_0$ and integrate over $k$:

$$\int_0^\infty e^{-sk}J_0(kr)\,dk=\frac1{2\pi}\int_0^{2\pi}\frac{s\,d\alpha}{s^2+r^2\cos^2\alpha}=\frac1{\sqrt{s^2+r^2}}.$$

The last step uses $\tau=\tan\alpha$ on each quarter circle, where the integral becomes $\int_0^\infty s\,d\tau/(s^2+r^2+s^2\tau^2)=\pi/(2\sqrt{s^2+r^2})$.

Set $s=\varepsilon-it$ and let $\varepsilon\to0^+$. The square root tends to $\sqrt{r^2-t^2}$ for $t<r$ and to $-i\sqrt{t^2-r^2}$ for $t>r$. Real and imaginary parts give

$$\int_0^\infty\cos(kt)J_0(kr)\,dk=\begin{cases}(r^2-t^2)^{-1/2},&t<r\\0,&t>r,\end{cases}$$

$$\int_0^\infty\sin(kt)J_0(kr)\,dk=\begin{cases}0,&t<r\\(t^2-r^2)^{-1/2},&t>r.\end{cases}$$

## Solution of the contact problem

Write $A(k)=\int_0^a g(t)\cos(kt)\,dt$. Integration by parts gives

$$kA(k)=g(a)\sin ka-\int_0^a g'(t)\sin kt\,dt.$$

With the sine integral, the pressure for $r<a$ is

$$p(r)=\frac{g(a)}{\sqrt{a^2-r^2}}-\int_r^a\frac{g'(t)\,dt}{\sqrt{t^2-r^2}}. \tag{4}$$

For $r>a$ every $t$ is smaller than $r$, so $p=0$ whatever $g$ is. The cosine integral turns the condition $w=\delta$ into

$$\int_0^r\frac{g(t)\,dt}{\sqrt{r^2-t^2}}=\frac{E^*\delta}{2},\qquad 0<r<a. \tag{5}$$

Multiply by $r/\sqrt{y^2-r^2}$ and integrate over $r$ from 0 to $y$. On the left, exchange the order of integration. With $v=r^2$, the inner integral is

$$\int_t^y\frac{r\,dr}{\sqrt{(r^2-t^2)(y^2-r^2)}}=\frac12\int_{t^2}^{y^2}\frac{dv}{\sqrt{(v-t^2)(y^2-v)}}=\frac\pi2 .$$

On the right, $\int_0^y r\,dr/\sqrt{y^2-r^2}=y$. Hence $(\pi/2)\int_0^yg\,dt=E^*\delta y/2$, and differentiation gives the constant $g=E^*\delta/\pi$. Equation (4) becomes

$$p(r)=\frac{E^*\delta}{\pi\sqrt{a^2-r^2}} .$$

The force is

$$P=2\pi\int_0^a p\,r\,dr=2E^*\delta\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}=2aE^*\delta .$$

Eliminating $\delta$ gives $p=P/(2\pi a\sqrt{a^2-r^2})$, which is (1).

No other axisymmetric pressure of finite elastic energy gives the same sink. The difference of two solutions has $\Delta w=0$ inside the disc and $\Delta p=0$ outside, so its energy $\tfrac12\int\Delta p\,\Delta w\,dS$ is zero. By Parseval's relation for the transforms in (3), that energy is $(2\pi/E^*)\int_0^\infty(\Delta A)^2dk$, so $\Delta A=0$.

The contact assumption is also consistent. The pressure is positive throughout the disc, and for $r>a$

$$w(r)=\frac{2\delta}{\pi}\int_0^a\frac{dt}{\sqrt{r^2-t^2}}=\frac{2\delta}{\pi}\arcsin\frac ar<\delta,$$

so the free surface meets the wafer's lower face at the edge and rises outwards towards its original height. In the linear contact condition, which neglects the sideways shift of surface points, it lies beside the wafer, not beneath it, and the two bodies do not overlap.

## Why the edge carries the load

A point force $F$ corresponds to $A=F/2\pi$, and the Laplace integral with $s\to0$ gives $w=F/(\pi E^*r)$. Apply this to a uniform pressure $p_m$ on the disc. At the centre,

$$w=\int_0^a\frac{p_m\,2\pi s\,ds}{\pi E^*s}=\frac{2ap_m}{E^*}.$$

At a point on the rim, use polar coordinates about that point. The chord at angle $\theta$ has length $2a\cos\theta$, so

$$w=\frac{p_m}{\pi E^*}\int_{-\pi/2}^{\pi/2}2a\cos\theta\,d\theta=\frac{4ap_m}{\pi E^*}.$$

Uniform pressure would thus sink the rim by only $2/\pi$, or 64%, of the sink at the centre. A flat wafer must shift load outwards to level the surface.

At a small distance $d=a-r$ from the edge, $1-r^2/a^2\approx2d/a$, and

$$p\approx\frac{p_m}{2}\sqrt{\frac{a}{2d}} .$$

This is unbounded but integrable. The load carried outside radius $r$ is

$$\int_r^a2\pi s\,p(s)\,ds=P\sqrt{1-r^2/a^2}. \tag{6}$$

On a grid, (6) avoids evaluating the singularity. The mean pressure on a ring $r_1<r<r_2$ is

$$\bar p=\frac{p_ma^2}{r_2^2-r_1^2}\left(\sqrt{1-\frac{r_1^2}{a^2}}-\sqrt{1-\frac{r_2^2}{a^2}}\right).$$

The law was tested by a calculation that was not given it. The disc was divided into 300 rings of unknown uniform pressure, and equal sink was imposed at one point in each ring. The solution had a centre-to-mean ratio of 0.5000 and a load of 1.0000 times $2aE^*\delta$. The pressure exponent near the edge was $-0.506$, found by fitting a power of $a-r$ to the load outside radius $r$ and subtracting one. Its small departure from $-1/2$ is expected, because the fit used a finite strip. With $x=d/a$, load (6) varies as $\sqrt{x(2-x)}$, whose logarithmic slope is $\tfrac12-x/[2(2-x)]$, slightly below one half.

## Pad of finite thickness

Let the pad have thickness $h$ and lie on a smooth rigid base, and assume that it stays in contact with the base everywhere, even where this requires a tensile normal stress. Measure $y$ upwards from the base, use the previous field with $z$ replaced by $y$, and add a second field $2G\mathbf u=\nabla\chi$ with $\nabla^2\chi=0$. The latter has zero divergence, satisfies equilibrium and has stresses $\sigma_{ij}=\chi_{ij}$. Take

$$\varphi=B\cosh(ky)\cos kx,\qquad \chi=D\cosh(ky)\cos kx .$$

At $y=0$ both $\varphi_y$ and $\chi_y$ vanish, so the normal displacement and the shear stress are zero there. Let $H=kh$. Zero shear at $y=h$ requires $y\varphi_{xyy}+\chi_{xy}=0$, hence $D=-BH\coth H$. The pressure amplitude at the top is then

$$p_k=Bk^2\left(\cosh H-H\sinh H+H\frac{\cosh^2H}{\sinh H}\right)=Bk^2\,\frac{\sinh H\cosh H+H}{\sinh H}.$$

In the vertical displacement, the terms $y\varphi_{yy}$ and $\chi_y$ cancel at $y=h$. The downward amplitude is $(1-\nu)Bk\sinh H/G$. Dividing by $p_k$ gives

$$\frac{w_k}{p_k}=\frac{2}{E^*k}L(H),\qquad L(H)=\frac{\sinh^2H}{\sinh H\cosh H+H}. \tag{7}$$

For large $H$, $L\to1$ and the half-space returns. A form that does not overflow uses $e=e^{-2H}$: $L=(1-e)^2/(1-e^2+4He)$.

The displacement condition is now $\int_0^\infty LAJ_0\,dk=E^*\delta/2$. Split $L=1+(L-1)$ and, in the second part, put $t=r\cos\alpha$ in the average for $J_0$:

$$J_0(kr)=\frac2\pi\int_0^r\frac{\cos(kt)\,dt}{\sqrt{r^2-t^2}} .$$

The condition then has the form (5), with $g$ replaced by a sum, and the same inversion yields

$$g(t)+\frac2\pi\int_0^\infty[L(kh)-1]A(k)\cos(kt)\,dk=\frac{E^*\delta}{\pi}. \tag{8}$$

With quadrature points in $t$ and $k$, this is a linear system for $g$. Equation (4) then gives the centre pressure $g(a)/a-\int_0^ag'(t)\,dt/t$. Integrating (4) over the disc gives $P=2\pi\int_0^ag\,dt$. For $h=a$ and $h=0.1a$, the centre-to-mean ratio from (8) agreed within 0.01 with a separate ring calculation.

Two limits explain the behaviour. If $h\gg a$, the factor $L-1$ is appreciable only where $ka\ll1$. There $\cos kt\approx1$, and the leading correction in (8) is constant in $t$, of relative order $a/h$. It alters the sink but not the shape of the pressure. The first correction that varies with $t$ carries a further factor $(ka)^2$ and is of order $(a/h)^3$.

If $h\ll a$, waves much longer than the thickness have $L\approx kh/2$, so (7) gives $w=hp/E^*$. Away from the edge, each part of the pad then responds to the pressure directly above it. A flat wafer produces the nearly uniform pressure $E^*\delta/h$ there, and the half-mean centre pressure is lost.

## Worked example

The piece has $a=12.5$ mm and the block is 100 mm thick and assumed wide. The values $E=5$ MPa and $\nu=0.30$ are rough ones for a soft polishing pad. Then

$$E^*=\frac{5}{1-0.30^2}=5.495\ \text{MPa},\qquad P=\pi(0.0125)^2(20\,000)=9.82\ \text{N},$$

$$\delta=\frac{\pi(0.0125)(20\,000)}{2(5.495\times10^6)}=71.5\times10^{-6}\ \text{m}.$$

The sink is 71.5 µm, or 0.6% of the radius. The centre pressure is 10.0 kPa (1.45 psi). Pressure equals its mean at $r/a=\sqrt3/2=0.866$, and reaches 70.9 kPa at $r/a=0.99$. By (6), the load outside that last radius is $\sqrt{1-0.99^2}=14.1\%$ of the total.

The block has $h/a=8$. Equation (8) gives a centre-to-mean ratio of 0.501, so the pressure shape survives. The sink is 0.908 of the half-space value, a reduction of about 9%. This is the contrast expected from the orders $a/h$ and $(a/h)^3$.

Sliding adds shear traction. For a pressure wave, the surface amplitudes of $u_x$ and $u_z$ have the ratio $(1-2\nu)/[2(1-\nu)]$ in magnitude. By reciprocity, a shear wave causes normal displacement in this same ratio to that from an equal pressure wave. For a rough friction coefficient of 0.3, the relative scale is $0.3\times0.4/1.4=0.086$. This measures the disturbing displacement, not the resulting pressure error.

The wafer also bends. Let its thickness be 0.775 mm, with rough elastic constants $E_w=160$ GPa and $\nu_w=0.25$, and let its back carry uniform pressure. Placing all of the pad's reaction at the rim overestimates the deflection. The plate equation $D_w\nabla^4u=p_m$, with $D_w=E_wt_w^3/[12(1-\nu_w^2)]$ and zero deflection and bending moment at the rim, has the solution

$$u=\frac{p_m(a^2-r^2)}{64D_w}\left[\frac{5+\nu_w}{1+\nu_w}a^2-r^2\right].$$

Its centre value is 4.8 µm, or 7% of the sink, so bending is small beside the sink. It still moves some load inwards and raises the centre pressure somewhat above half the mean. This estimate needs the load spread over the back of the wafer. The same force applied at a single central point bends the wafer by more than 4.8 µm and raises the centre pressure well above 10 kPa, so the wafer can then no longer be treated as rigid.

Roughness matters most near the edge. Assume that closing the rough surface layer by a further distance $s$ multiplies its pressure by $e$, with $s=5$ µm as a rough value. Between the centre and $0.99a$, the ideal pressures would require an extra closure of $5\ln(70.89/10.00)=9.8$ µm, 14% of the sink. The bulk pad then need not deform to a flat surface. The edge peak is softened, and the load it loses moves inwards and raises the centre pressure. The 10 kPa at the centre and the 14% at the edge are therefore values for a smooth pad, approached only when $s$ is very small beside the sink; on a rough pad the edge share can be much lower.

Small-strain elasticity also fails at the singularity. Taking $p=0.1E^*=550$ kPa as a marker, the strip above it is 2.1 µm wide. Within that strip the calculated pressure has no literal meaning.

## Comparison with production polishing

A production wafer is 300 mm across and its pad is roughly 2 mm thick, so the half-space assumption fails. A pressure of 20 kPa is a plausible polishing value, but 5 MPa is soft; hard polyurethane pads are much stiffer. Keep the pad material and mean pressure of the example fixed, and suppose that the carrier holds the wafer flat. Equation (8) then gives a centre pressure of 19.9 kPa, which is 0.995 of the mean, instead of 10 kPa. The sink is 7.25 µm, against 858 µm from the half-space formula, a factor of about 118. A real pad is glued down. In the thin limit this suppresses lateral strain and replaces $E^*$ by $E(1-\nu)/[(1+\nu)(1-2\nu)]$, which is 1.225 times larger at $\nu=0.30$ and lowers the sink by about 18%. The ratio of the two moduli is $(1-\nu)^2/(1-2\nu)$ and is sensitive to the rough value of $\nu$: at $\nu=0.45$ it is 3.0, and the sink falls by about two thirds. Retaining rings, slurry pressure and a compliant carrier are also absent from this estimate.

For implementation, the pressure in (1) is suitable when the pad is several wafer radii thick and the other assumptions hold. The sink in (1) is then still too large by a fraction of order $a/h$, which (8) corrects. When thickness and radius are comparable or the pad is thinner, (8) should replace (1) for both pressure and sink. Equation (8) assumes a smooth base that the pad never leaves. Outside the loaded zone the solution needs a small tension at the base. Under the 100 mm block it is a few pascals and the block's weight covers it. In the production geometry it reaches about 2.5% of the mean pressure just outside the edge, far more than the pad's weight, so a loose pad would lift there. That lift-off is not included in (8). A glued pad needs its own factor $L$, and in the thin limit the difference in sink grows as $\nu$ approaches $1/2$. The numerical output lists the values for both geometries.

## Computed results

```
TESTS WITHOUT AN ASSUMED PRESSURE LAW
Ring solution, centre/mean pressure: 0.5000
Ring solution, load/(2 a E* sink): 1.0000
Ring solution, edge pressure exponent: -0.5064
BENCH EXAMPLE: INPUTS
Wafer radius a: 12.5 mm
Block thickness: 100 mm
Mean pressure: 20.0 kPa = 2.90 psi
Pad Young modulus: 5.0 MPa
Pad Poisson ratio: 0.30
BENCH EXAMPLE: HALF-SPACE RESULTS
Reduced modulus E*: 5.495 MPa
Force: 9.817 N
Sink: 71.5 um
Sink/radius: 0.00572
Pressure at r/a=0.000: 10.00 kPa
Pressure at r/a=0.500: 11.55 kPa
Pressure at r/a=0.866: 20.00 kPa
Pressure at r/a=0.900: 22.94 kPa
Pressure at r/a=0.990: 70.89 kPa
Centre pressure: 1.45 psi
Load outside r/a=0.90: 43.6 %
Load outside r/a=0.99: 14.1 %
BENCH EXAMPLE: NEGLECTED EFFECTS
Finite block, centre/mean pressure: 0.50064
Finite block, sink/half-space sink: 0.9077
Friction coefficient (rough): 0.30
Friction/normal displacement scale: 0.0857
Wafer thickness: 0.775 mm
Wafer Young modulus (rough): 160 GPa
Wafer Poisson ratio (rough): 0.25
Wafer bending, overestimate: 4.84 um
Bending overestimate/sink: 6.8 %
Roughness decay length (rough): 5.0 um
Roughness closure, centre to p=mean: 3.47 um
Roughness closure, centre to 0.99a: 9.79 um
Latter closure/sink: 13.7 %
Small-strain marker 0.1 E*: 549.5 kPa
Edge strip above marker: 2.07 um
PRODUCTION GEOMETRY, SAME PAD MATERIAL AND MEAN PRESSURE
Wafer radius: 150 mm
Pad thickness: 2.0 mm
Layer solution, centre/mean pressure: 0.9953
Layer solution, centre pressure: 19.91 kPa
Layer solution, sink: 7.25 um
Half-space formula, sink: 857.7 um
Centre pressure/(E* sink/h): 1.000000
```
